# Thermal reduction of one oscillatory component of interlayer exchange coupling

## Result and conditions

Two ferromagnetic layers separated by a metallic spacer of thickness $D$ are coupled by the spacer's electrons. For one oscillatory component of this coupling, the amplitude $\mathcal A$ at temperature $T$ is

$$
\frac{\mathcal A(T)}{\mathcal A(0)}=\frac{x}{\sinh x},\qquad x=\frac{2\pi k_BTD}{\hbar v_F}. \tag{1}
$$

This is the leading result for large $D$ at fixed $x$. It assumes coherent, independent electrons, a fixed chemical potential $\mu$, temperature-independent layers, and reflection amplitudes that vary little over both $k_BT$ and $\hbar v_F/2D$. The speed $v_F$ belongs to the Fermi-surface points that produce the component and is defined in (9).

Energies are per unit area, and

$$
J=\Omega_{AP}-\Omega_P, \tag{2}
$$

where $\Omega$ is the grand potential and the labels denote antiparallel and parallel moments. Positive $J$ favours parallel moments.

## Energy of repeated reflection

Fix the spin and the in-plane wave vector $\mathbf k_\parallel$, which a smooth interface conserves. Let $G_0$ be the retarded Green function of the spacer material, and let $V_A$, $V_B$ be the potentials that turn it into the two magnets. Since $\mathrm{Tr}\,G=\partial_E\ln\det(E-H)$ and the density of states is $-\mathrm{Im\,Tr}\,G/\pi$, the potentials change the integrated number of states by $-\mathrm{Im}\ln\det(1-G_0V_A-G_0V_B)/\pi$.

Write $a=G_0V_A$ and $b=G_0V_B$. Then

$$
1-a-b=(1-a)\left[1-\frac{a}{1-a}\,\frac{b}{1-b}\right](1-b), \tag{3}
$$

because the right side is $(1-a)(1-b)-ab$. The outer factors describe each magnet alone and do not depend on $D$. The bracket contains the interaction. With $T_A=V_A(1-G_0V_A)^{-1}$, and likewise for $B$, it is $1-G_0T_AG_0T_B$.

For free electrons, $G_0(z,z')=e^{ik|z-z'|}/(i\hbar v)$. Between the two magnets this is a product of a function of $z$ and a function of $z'$, so the product $G_0T_AG_0T_B$ has rank one and the determinant of the bracket is one minus the trace of this product. The trace contains, for each magnet, the factor $(i\hbar v)^{-1}\langle \text{out}|T|\text{in}\rangle$, which is its reflection amplitude $r$. With the amplitudes referred to the interfaces,

$$
\Delta N=-\frac1\pi\,\mathrm{Im}\ln\left(1-r_Ar_Be^{iqD}\right), \tag{4}
$$

where $q=2k$. In a crystal with one wave travelling each way, $q=k^+-k^-$ is the difference of the two normal wave numbers.

Integrating $\Omega=-k_BT\int n\ln[1+e^{(\mu-E)/k_BT}]\,dE$ by parts gives $\Omega=-\int fN\,dE$, with $f$ the Fermi function. Hence, per spin,

$$
\Delta\Omega=\frac1\pi\,\mathrm{Im}\int\!\frac{d^2k_\parallel}{4\pi^2}\int\! dE\,f(E)\ln\left(1-r_Ar_Be^{iqD}\right). \tag{5}
$$

For weak reflection the logarithm is $-r_Ar_Be^{iqD}$, one round trip. Parallel moments give the products $r_A^\uparrow r_B^\uparrow+r_A^\downarrow r_B^\downarrow$; antiparallel moments give $r_A^\uparrow r_B^\downarrow+r_A^\downarrow r_B^\uparrow$. Subtracting as in (2),

$$
J=\frac1\pi\,\mathrm{Im}\int\!\frac{d^2k_\parallel}{4\pi^2}\int\! dE\,f\,R\,e^{iqD},\quad
R=(r_A^\uparrow-r_A^\downarrow)(r_B^\uparrow-r_B^\downarrow). \tag{6}
$$

## Selecting one component

When $D$ is large, $e^{iqD}$ oscillates rapidly with $\mathbf k_\parallel$ and contributions cancel except where $q$ is stationary. Near such a point, $q\simeq q_0+\frac12(\alpha_1\kappa_1^2+\alpha_2\kappa_2^2)$, where $\kappa_j$ are displacements along the principal directions. Each direction gives the Fresnel integral

$$
\int d\kappa\,e^{i\alpha\kappa^2D/2}=\sqrt{\frac{2\pi}{|\alpha|D}}\;e^{i\pi\,\mathrm{sgn}(\alpha)/4}. \tag{7}
$$

For free electrons $q=2\sqrt{k^2-\kappa^2}\simeq2k-\kappa^2/k$, so $\alpha_1=\alpha_2=-2/k$. The product of two factors (7), divided by $4\pi^2$, is $k/(4\pi iD)$.

For any extremum, the result is a smooth prefactor. Absorbing it and $R$ into $A(E)$ leaves

$$
J=\frac1\pi\,\mathrm{Im}\,I(T),\qquad I(T)=\int dE\,f(E)A(E)e^{iq_0(E)D}. \tag{8}
$$

Set $\varepsilon=E-\mu$. The position of the extremum may move with energy, but $q$ is stationary there, so this motion does not enter the first derivative of $q_0$. Define

$$
\left.\frac{dq_0}{dE}\right|_\mu=\frac{2}{\hbar v_F},\qquad s=\frac{2D}{\hbar v_F}. \tag{9}
$$

For free electrons $dq/dE=2\,dk/dE$, and $v_F$ is the ordinary Fermi speed. In a crystal $2/v_F=1/v^+-1/v^-$, with $v^-$ negative. We take $v_F>0$. Near $\mu$ the phase is then $q_0D\simeq q_FD+s\varepsilon$.

## The thermal integral

Taking the slow function $A$ at $\mu$ gives

$$
I(T)=A(\mu)e^{iq_FD}\int_{-\infty}^{\infty}\frac{e^{is\varepsilon}}{e^{\varepsilon/k_BT}+1}\,d\varepsilon. \tag{10}
$$

The integrand does not decay as $\varepsilon\to-\infty$. A factor $e^{\eta\varepsilon}$ with small $\eta>0$ makes the integral converge, and $\eta\to0$ is taken at the end. Because $s>0$, the contour closes in the upper half-plane. The poles are at

$$
\varepsilon=i\omega_n,\qquad \omega_n=(2n+1)\pi k_BT,\qquad n=0,1,2,\ldots \tag{11}
$$

There the derivative of the denominator is $e^{i\omega_n/k_BT}/k_BT=-1/k_BT$, so $f$ has residue $-k_BT$. Therefore

$$
I(T)=-2\pi i\,k_BT\,A(\mu)e^{iq_FD}\sum_{n=0}^\infty e^{-s\omega_n}. \tag{12}
$$

From (9) and (11), $s\omega_n=(2n+1)x$, with $x=\pi k_BTs$ as in (1). The geometric series is

$$
\sum_{n=0}^{\infty}e^{-(2n+1)x}=\frac{e^{-x}}{1-e^{-2x}}=\frac1{2\sinh x}. \tag{13}
$$

At zero temperature the integral in (10) stops at $\varepsilon=0$ and equals $1/(is)$. Dividing,

$$
\frac{I(T)}{I(0)}=\frac{-i\pi k_BT/\sinh x}{-i/s}=\frac{\pi k_BTs}{\sinh x}=\frac{x}{\sinh x}, \tag{14}
$$

which is (1). The ratio is real and positive, so at this order heat changes neither the period nor the phase.

Extending the linear phase to $-\infty$ is harmless for the following reason. Retarded amplitudes are analytic in the upper half-plane, so the contour can be closed before anything is expanded. The functions are then needed at $\mu+i\omega_n$, where the factor $e^{-s\omega_n}$ suppresses values far from $\mu$. The bottom of the band supplies no separate oscillation.

## Meaning and limits

Integrating (10) by parts gives the same factor as an average:

$$
\frac{x}{\sinh x}=\int\left(-\frac{\partial f}{\partial\varepsilon}\right)e^{is\varepsilon}\,d\varepsilon. \tag{15}
$$

The finite-temperature coupling is thus an average of zero-temperature couplings whose Fermi levels are spread over a few $k_BT$. Their phases differ by $s\varepsilon$ and partly cancel. A thick spacer or a slow electron makes the phase more sensitive to energy.

Since $-\partial f/\partial\varepsilon$ has variance $\pi^2(k_BT)^2/3$, expanding (15) for small $x$ gives $1-s^2\pi^2(k_BT)^2/6=1-x^2/6$. For large $x$, $\sinh x\simeq e^x/2$ and the factor becomes $2xe^{-x}$. The algebraic decay with thickness then acquires an exponential with decay length $\hbar v_F/(2\pi k_BT)$.

The $n$-th round trip has phase $nq_0D$. Replacing $s$ by $ns$ shows that its argument is $nx$. Likewise, components from different extrema have different $v_F$ and must be reduced separately before they are added.

The in-plane integral did not affect (14), so the factor also holds in one dimension. This can be tested from energy levels alone. Take a chain with hopping, lattice constant and $\hbar$ equal to one, half filled, with two impurities of energy $0.1$ placed 40 sites apart. The Fermi speed is 2, so $x=40\pi T$ with $T$ in units of hopping. The interaction is found by diagonalizing the chain with both impurities, with each one, and with none, and combining the four grand potentials. Divided by the leading zero-temperature formula, it is $0.7779$, $0.4096$ and $0.0659$ at $x=1.257$, $2.513$ and $5.027$. Equation (1) gives $0.7784$, $0.4099$ and $0.0660$. The relative differences are below $0.1\%$.

## A worked spacer

Take free electrons with $\mu=E_F=7$ eV, $D=3$ nm and $T=300$ K. Both magnets have no potential step for majority electrons and a step of 1.5 eV for minority electrons. The Fermi energy is the free-electron value for copper; the step is an illustrative choice, not a calculated property of a Co/Cu interface.

The Fermi wave number is $k_F=13.555\ \mathrm{nm^{-1}}$. Because $\hbar v_Fk_F=2E_F$,

$$
\hbar v_F=\frac{2(7\ \mathrm{eV})}{13.555\ \mathrm{nm^{-1}}}\simeq1.033\ \mathrm{eV\,nm}, \tag{16}
$$

or $v_F=1.57\times10^6$ m/s. With $k_BT=0.02585$ eV,

$$
x=\frac{2\pi(0.02585)(3)}{1.033}=0.472,\qquad \frac{x}{\sinh x}=0.964. \tag{17}
$$

The electronic reduction is 3.6%.

The zero-temperature amplitude follows from (8), the prefactor $k_F/(4\pi iD)$ and the energy integral $1/(is)$:

$$
J_0=-\frac{E_FR}{4\pi^2D^2}\sin(2k_FD). \tag{18}
$$

The minus sign comes from $1/i^2$, and $\hbar v_Fk_F=2E_F$ was used. Matching waves at the minority step gives $r=(k-k')/(k+k')$. Here $k'/k=\sqrt{5.5/7}=0.886$, so $r=0.060$ and $R=r^2=0.00363$. The amplitude is

$$
\frac{7(0.003626)}{4\pi^2(3)^2}=7.14\times10^{-5}\ \mathrm{eV/nm^2}=0.01145\ \mathrm{mJ/m^2}. \tag{19}
$$

Integrating the step model with its full energy dependence, but with one round trip, gives $0.0114$ mJ/m² at 0 K and $0.0110$ mJ/m² at 300 K. At 300 K and unchanged material parameters, its amplitude ratio is $0.682$ for 10 nm and $0.271$ for 20 nm, as (1) also gives to these digits.

The factor equals one half at $x=2.177$. At 300 K this means $D=13.8$ nm. At 3 nm it would require about 1380 K, a measure of how weak this effect is in a thin spacer, not a temperature of use.

## The first correction is a phase

The energy dependence neglected in (10) can be followed one order further in the free-electron model. Put $g=Re^{2ikD}$, a function of the normal energy $E_\perp=E-\hbar^2k_\parallel^2/2m$. Since $d^2k_\parallel=2\pi k_\parallel dk_\parallel$, the in-plane integral of $g$ is $(m/2\pi\hbar^2)\int_{-\infty}^{E}g\,dE_\perp$. Its path can be turned to arrive from $\mu+i\infty$, where $g$ vanishes. At the pole $\mu+i\omega_n$ it becomes $-i(m/2\pi\hbar^2)\int_{\omega_n}^\infty g(\mu+i\omega)\,d\omega$. Each residue contributes a further $-2ik_BT$ after division by $\pi$, so

$$
J=-\frac{mk_BT}{\pi\hbar^2}\,\mathrm{Im}\sum_{n=0}^\infty\int_{\omega_n}^\infty g(\mu+i\omega)\,d\omega. \tag{20}
$$

Expand $\ln R$ to first order and $k\simeq k_F(1+\varepsilon/2\mu-\varepsilon^2/8\mu^2)$ to second, with $\varepsilon=i\omega$:

$$
g\simeq R\,e^{2ik_FD-s\omega}\left[1+i(a\omega+b\omega^2)\right],\quad
a=\frac{d\ln R}{dE},\quad b=\frac{k_FD}{4\mu^2}. \tag{21}
$$

Here $R$ is real, so $a$ and $b$ are real and the correction is a phase $\delta=a\langle\omega\rangle+b\langle\omega^2\rangle$. The averages use the weight $e^{-s\omega}$ in (20). The inner integrals of $\omega$ and $\omega^2$, relative to that of 1, are $\omega_n+1/s$ and $\omega_n^2+2\omega_n/s+2/s^2$. Differentiating (13) once and twice with respect to $x$ supplies the sums over $n$. With $c=x\coth x$,

$$
\delta(T)=\frac as(1+c)+\frac b{s^2}\left(2+2c+2c^2-x^2\right). \tag{22}
$$

In the example $1/s=\hbar v_F/2D=0.172$ eV, $a/s=-0.0555$ (reflection weakens as energy rises) and $b/s^2=0.0061$. At $T=0$, $c=1$ and $\delta=-0.111+0.037=-0.074$ rad. This matters for $J$ because $2k_FD=81.33$ lies only $0.35$ rad below $26\pi$, a node of the sine. Equation (18) alone gives $J_0=0.0040$ mJ/m², whereas including $\delta$ gives $0.0047$ mJ/m², the value of the full step model.

At 300 K, $c=1.073$ and (22) changes by $-0.0027$ rad, again in agreement with the full model. The sine grows slightly in magnitude, so $J$ falls from $0.00473$ to $0.00458$ mJ/m², a little less than the amplitude does. A measured ratio at one thickness is therefore not quite the amplitude ratio.

## When reflection is not slow

If $R$ has a phase that varies as $e^{i\tau\varepsilon}$, then $s$ in (10) becomes $s+\tau$. Provided this sum is positive, the law survives with $D$ replaced by $D+\hbar v_F\tau/2$: the delay on reflection acts as extra thickness.

A resonance at $\mu$ is different. Suppose first that it lies at the same total energy for all $\mathbf k_\parallel$ near the extremum. Let $R\propto i\Gamma/(\varepsilon+i\Gamma)$, which is $\Gamma/(\omega+\Gamma)$ at $\varepsilon=i\omega$. Keeping this factor inside (12), and noting that the sum becomes an integral as $T\to0$, gives

$$
\frac{I(T)}{I(0)}=\frac{2\pi k_BT\sum_n\Gamma e^{-s\omega_n}/(\omega_n+\Gamma)}{\int_0^\infty\Gamma e^{-s\omega}/(\omega+\Gamma)\,d\omega}. \tag{23}
$$

With $D$, $T$ and $v_F$ as above, $\Gamma=20$ eV gives $0.963$, close to (1), but $\Gamma=0.05$ eV gives $0.768$. In the second case the first pole, at $\pi k_BT=0.081$ eV, already lies beyond the resonance width, while the zero-temperature integral still includes the strong reflection near $\omega=0$.

If the resonance instead follows the normal energy, as in a free-electron layer, $R$ also varies across the in-plane integral and (23) does not apply. Using the same resonance and a linear phase in (20) gives $0.862$ for $\Gamma=0.05$ eV. The departure from (1) remains, but its size depends on how the resonance moves with $\mathbf k_\parallel$.

## Comparison with a real stack

In a Cu(001) spacer the thickness changes by whole atomic planes of spacing $d$, so $q$ matters only modulo $2\pi/d$. This can turn the short free-electron period $\pi/k_F=0.23$ nm into a longer observed one. Subtracting a constant from $q$ leaves $dq/dE$, and hence $x$, unchanged. The real Fermi surface also has several extrema with different speeds; halving $v_F$ in the example lowers the factor to $0.866$. The amplitude (19) belongs to the chosen potential step and does not predict the coupling of a real Co/Cu stack.

At 300 K the electrons are also not fully coherent, because phonons scatter them. For a rough electron–phonon constant $\lambda=0.13$ and the high-temperature rate $1/\tau_{ph}=2\pi\lambda k_BT/\hbar$, the mean free path is $\ell=v_F\tau_{ph}\simeq49$ nm. Intensity falls as $e^{-2D/\ell}$ over a round trip, so the amplitude is multiplied by $e^{-D/\ell}=0.94$ relative to a spacer without phonons. Part of this loss is already present at 0 K, where electrons still exchange virtual phonons. For a typical phonon energy $E_{ph}=0.02$ eV that part is at most $\pi\lambda E_{ph}D/\hbar v_F\simeq2\%$. The phonon loss between 0 and 300 K is therefore about 4%, similar to the 3.6% from (17).

Spin waves also reduce the layer moments. A bulk estimate with rough cobalt parameters gives a magnetization loss of 0.9% and, if $J$ follows the squared magnetization, a factor $0.98$. It does not describe the softer spin waves possible in very thin layers. If the three reductions between 0 and 300 K are independent, their product is about $0.91$. By comparison, the second round trip has relative amplitude $R/8\simeq5\times10^{-4}$, and the shift of $\mu$ at fixed electron density changes the phase by about $5\times10^{-4}$ rad. These small phases assume a fixed geometry. For a fixed number of atomic planes, isotropic expansion leaves $k_FD$ unchanged, but a film clamped to a substrate that expands differently is strained unequally. With normal and in-plane strains $\epsilon_\perp$ and $\epsilon_\parallel$, $D$ scales as $1+\epsilon_\perp$ and the free-electron $k_F$ as $1-(\epsilon_\perp+2\epsilon_\parallel)/3$, so the phase moves by $\tfrac23(2k_FD)(\epsilon_\perp-\epsilon_\parallel)$, about $0.05$ rad for each $0.1\%$ of difference in the example. Near a node of the sine this can outweigh all the effects listed here.

With these estimates, then, fitting (1) alone to a measured temperature dependence would assign phonon and spin-wave losses to a falsely small $v_F$. Comparing several thicknesses at one temperature helps with the spin-wave part, which in this estimate does not depend on $D$. It does not cancel the phonon part, whose exponent grows roughly in proportion to $D$. The logarithm of (1) is $-x^2/6$, quadratic in $D$, for small $x$ and becomes linear only for large $x$, so the two differ in form for thin spacers and merge into one decay length for thick ones. The remaining values are in the numerical output.

## Numbers as computed

```
Chain test: x, diagonalized ratio, x/sinh(x) (no units)
  1.2566  0.77792  0.77835
  2.5133  0.40959  0.40985
  5.0265  0.06592  0.06597
Fermi energy: 7.00 eV; minority step: 1.50 eV
Spacer thickness: 3.0 nm; temperature: 300 K
k_B T: 0.02585 eV
Fermi wave number: 13.555 1/nm
Fermi velocity: 1.5692e+06 m/s
hbar v_F: 1.0329 eV nm
Energy window hbar v_F/(2D): 0.1721 eV
x: 0.4718 (no unit)
Thermal factor x/sinh(x): 0.9638 (no unit)
Small-x estimate 1-x^2/6: 0.9629 (no unit)
Reflection product |R| at E_F: 0.00363 (no unit)
Amplitude at 0 K, formula: 0.01145 mJ/m^2
Amplitude at 0 K, full step model: 0.01141 mJ/m^2
Amplitude at 300 K, full step model: 0.01099 mJ/m^2
J at 0 K and 300 K: 0.00473, 0.00458 mJ/m^2
Phase shift from 0 K to 300 K: -0.00266 rad
At 300 K: D (nm), x, x/sinh(x), full step-model ratio
  3.0  0.4718  0.9638  0.9638
  10.0  1.5727  0.6820  0.6819
  20.0  3.1453  0.2713  0.2713
x at factor one half: 2.1773 (no unit)
Temperature of factor one half at 3 nm: 1384 K
Thickness of factor one half at 300 K: 13.84 nm
Ratio, resonance half-width 0.05 eV: 0.7677 (no unit)
Ratio, resonance half-width 20 eV: 0.9632 (no unit)
Neglected effects, example's own numbers:
  |d ln R/dE| times window: 0.0555 (no unit)
  second/first round-trip amplitude: 4.53e-04 (no unit)
  chemical-potential shift: -7.85e-05 eV
  phase from that shift: -4.56e-04 rad
  electron-phonon constant, rough input: 0.13 (no unit)
  phonon mean free path, rough: 48.9 nm
  phonon damping exp(-D/path), rough: 0.941 (no unit)
  spin stiffness, rough input: 0.005 eV nm^2
  atomic volume, rough input: 0.011 nm^3
  atomic moment, rough input: 1.7 Bohr magnetons
  bulk magnetization loss, rough: 0.0089 (no unit)
  squared magnetization, rough: 0.982 (no unit)
  thermal factor if v_F is halved: 0.8657 (no unit)
```
